# Linear and suddenly dropping adiabatic-connection integrands: correlation kinetic energy: a program that tests the result

```python
"""
Adiabatic connection at fixed density: W(lam) = <V_ee>_lam - U_H, 0 <= lam <= 1.
Results under test:
  E_xc = integral of W,  T_c = integral of (W - W(1)),  d<T>/dlam = -lam dW/dlam;
  linear W:         E_xc = (E_x + W(1))/2 and T_c = -E_c;
  immediate drop:   E_xc = W(1) and T_c = 0 (limit of a fall over a width delta).
Symbols: E_x = W(0), E_c = E_xc - E_x, T_c = <T>_1 - <T>_0, U_H = Hartree energy.
Test system: two electrons on two sites, hopping t, on-site repulsion U,
site potentials +gap/2 and -gap/2. All energies are in hartree.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

U = 1.0
ONE = np.eye(2)
REPULSION = U * np.diag([1.0, 0.0, 0.0, 1.0])
DENSITY_DIFF = np.diag([2.0, 0.0, 0.0, -2.0])


def ground_state(lam, t, gap):
    """Return <T>, <V_ee> and n1 - n2 by diagonalization."""
    hop = np.array([[0.0, -t], [-t, 0.0]])
    kinetic = np.kron(hop, ONE) + np.kron(ONE, hop)
    hamiltonian = kinetic + lam * REPULSION + 0.5 * gap * DENSITY_DIFF
    psi = np.linalg.eigh(hamiltonian)[1][:, 0]
    return tuple(psi @ op @ psi for op in (kinetic, REPULSION, DENSITY_DIFF))


def unit_interval_nodes(count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (x + 1.0), 0.5 * w


# Ramp family: linear fall over 0..delta, then constant
W_START, W_END = -1.0, -1.4
DROP = W_START - W_END
print(f"Ramp model: W0 = {W_START:.1f}, W1 = {W_END:.1f}, D = {DROP:.1f} hartree")
for delta in (1.0, 0.5, 0.1, 0.01):
    def ramp(lam):
        return W_START - DROP * np.minimum(lam / delta, 1.0)

    exc = quad(ramp, 0.0, delta)[0] + quad(ramp, delta, 1.0)[0]
    ec = exc - W_START
    # kinetic part from the weighted fall, -integral of lam dW
    grid = np.linspace(0.0, 1.0, 100001)
    tc = -np.sum(0.5 * (grid[1:] + grid[:-1]) * np.diff(ramp(grid)))
    assert abs(tc - (exc - W_END)) < 1e-7
    assert abs(tc - delta * DROP / 2) < 1e-7
    assert abs(ec + DROP * (1 - delta / 2)) < 1e-10
    assert abs(tc / -ec - delta / (2 - delta)) < 1e-6
    if delta == 1.0:
        assert abs(exc - (W_START + W_END) / 2) < 1e-10
        assert abs(tc + ec) < 1e-7
    print(f" delta = {delta:.2f}: E_xc = {exc:.4f}, E_c = {ec:.4f}, "
          f"T_c = {tc:.4f} hartree, T_c/(-E_c) = {tc / -ec:.4f}")

# Symmetric dimer: density is one electron per site at every lam
print(f"Symmetric dimer: U = {U:.1f} hartree")
nodes, weights = unit_interval_nodes(200)
for t in (5.0, 0.25, 0.005):
    def integrand(lam):
        _, repulsion, diff = ground_state(lam, t, 0.0)
        assert abs(diff) < 1e-9
        return repulsion - U          # U_H = U for n1 = n2 = 1

    t_s = ground_state(0.0, t, 0.0)[0]
    t_1, v_1, _ = ground_state(1.0, t, 0.0)
    w0, w1 = integrand(0.0), integrand(1.0)
    exc = t_1 + v_1 - t_s - U
    ec, tc = exc - w0, t_1 - t_s
    curve = np.array([integrand(lam) for lam in nodes])
    assert abs(weights @ curve - exc) < 1e-9
    assert abs(weights @ (curve - w1) - tc) < 1e-9

    x = U / (4 * t)
    s = np.sqrt(1 + x * x)
    closed = -U / 2 - U / 2 * nodes * x / np.sqrt(1 + (nodes * x) ** 2)
    assert np.max(np.abs(curve - closed)) < 1e-9
    assert abs(ec - 2 * t * (1 - s)) < 1e-9
    assert abs(tc - 2 * t * (1 - 1 / s)) < 1e-9
    assert abs(tc / -ec - 1 / s) < 1e-8

    half_rule = (w0 + w1) / 2
    assert abs((half_rule - weights @ curve) - (-ec - tc) / 2) < 1e-9
    even = np.array([integrand(lam) for lam in np.linspace(0, 1, 41)])
    assert np.all(np.diff(even) < 0)            # W falls
    assert np.all(np.diff(even, 2) > -1e-10)    # W is convex
    assert half_rule > exc

    fall = [(w0 - integrand(lam)) / (w0 - w1) for lam in (0.1, 0.5)]
    print(f" t = {t:.3f} hartree, x = U/(4t) = {x:.2f}, s = {s:.5f}")
    print(f"  T_s = {t_s:.6f}, <T>_1 = {t_1:.6f}, <V_ee>_1 = {v_1:.6f} hartree")
    print(f"  E_x = W0 = {w0:.6f}, W1 = {w1:.6f} hartree")
    print(f"  fraction of fall done at lam = 0.1: {fall[0]:.4f}, "
          f"at lam = 0.5: {fall[1]:.4f}")
    print(f"  E_c = {ec:.6f}, T_c = {tc:.6f} hartree, "
          f"T_c/(-E_c) = {tc / -ec:.5f}")
    print(f"  E_xc = {exc:.6f}, half-and-half = {half_rule:.6f}, "
          f"immediate-drop rule = {w1:.6f} hartree")
    print(f"  half-and-half error = {half_rule - exc:.6f}, "
          f"immediate-drop error = {w1 - exc:.6f} hartree")

# Fixed U, t -> 0: T_c vanishes.  Fixed t, U -> infinity is the same Hamiltonian
# rescaled, so T_c/t must approach 2 as U/t grows.
small_t = [0.02, 0.01, 0.005, 0.0025]
tc_small = np.array([ground_state(1.0, t, 0.0)[0] - ground_state(0.0, t, 0.0)[0]
                     for t in small_t])
assert np.all(np.diff(tc_small) < 0) and tc_small[-1] < 0.0051
assert abs(tc_small[-1] / small_t[-1] - 2) < 0.03
print(f"T_c at t = {small_t[-1]:.4f} hartree: {tc_small[-1]:.6f} hartree, "
      f"T_c/t = {tc_small[-1] / small_t[-1]:.4f}")

# Asymmetric dimer: the potential is readjusted at each lam to hold the density
T_ASYM, TARGET = 0.25, 0.8
N1, N2 = 1 + TARGET / 2, 1 - TARGET / 2
HARTREE_ENERGY = U / 2 * (N1 ** 2 + N2 ** 2)


def fixed_density_state(lam):
    gap = brentq(lambda g: ground_state(lam, T_ASYM, g)[2] - TARGET,
                 -20.0, 20.0, xtol=1e-13)
    kinetic, repulsion, _ = ground_state(lam, T_ASYM, gap)
    return kinetic, repulsion - HARTREE_ENERGY, gap


t_s, w0, gap0 = fixed_density_state(0.0)
t_1, w1, gap1 = fixed_density_state(1.0)
exc_definition = t_1 + w1 - t_s
nodes, weights = unit_interval_nodes(40)
curve = np.array([fixed_density_state(lam)[1] for lam in nodes])
exc_integral = weights @ curve
tc_area = weights @ (curve - w1)
assert abs(gap1 - gap0) > 0.1          # the potential really changes
assert abs(w0 + HARTREE_ENERGY / 2) < 1e-9
assert abs(exc_integral - exc_definition) < 1e-8
assert abs(tc_area - (t_1 - t_s)) < 1e-8
step = 1e-3
for lam in (0.2, 0.5, 0.8):
    upper, lower = fixed_density_state(lam + step), fixed_density_state(lam - step)
    slope_t = (upper[0] - lower[0]) / (2 * step)
    slope_w = (upper[1] - lower[1]) / (2 * step)
    assert abs(slope_t) > 1e-3
    assert abs(slope_t + lam * slope_w) < 1e-5   # finite-difference error

print(f"Asymmetric dimer: t = {T_ASYM:.2f} hartree, n1 = {N1:.1f}, n2 = {N2:.1f}")
print(f" site-potential difference v1 - v2: {gap0:.5f} at lam = 0, "
      f"{gap1:.5f} hartree at lam = 1")
print(f" E_xc from definition = {exc_definition:.8f}, "
      f"from integral = {exc_integral:.8f} hartree")
print(f" T_c from definition = {t_1 - t_s:.8f}, from area = {tc_area:.8f} hartree")
print("every check passed")
```

Running it gives:

```
Ramp model: W0 = -1.0, W1 = -1.4, D = 0.4 hartree
 delta = 1.00: E_xc = -1.2000, E_c = -0.2000, T_c = 0.2000 hartree, T_c/(-E_c) = 1.0000
 delta = 0.50: E_xc = -1.3000, E_c = -0.3000, T_c = 0.1000 hartree, T_c/(-E_c) = 0.3333
 delta = 0.10: E_xc = -1.3800, E_c = -0.3800, T_c = 0.0200 hartree, T_c/(-E_c) = 0.0526
 delta = 0.01: E_xc = -1.3980, E_c = -0.3980, T_c = 0.0020 hartree, T_c/(-E_c) = 0.0050
Symmetric dimer: U = 1.0 hartree
 t = 5.000 hartree, x = U/(4t) = 0.05, s = 1.00125
  T_s = -10.000000, <T>_1 = -9.987523, <V_ee>_1 = 0.475031 hartree
  E_x = W0 = -0.500000, W1 = -0.524969 hartree
  fraction of fall done at lam = 0.1: 0.1001, at lam = 0.5: 0.5005
  E_c = -0.012492, T_c = 0.012477 hartree, T_c/(-E_c) = 0.99875
  E_xc = -0.512492, half-and-half = -0.512484, immediate-drop rule = -0.524969 hartree
  half-and-half error = 0.000008, immediate-drop error = -0.012477 hartree
 t = 0.250 hartree, x = U/(4t) = 1.00, s = 1.41421
  T_s = -0.500000, <T>_1 = -0.353553, <V_ee>_1 = 0.146447 hartree
  E_x = W0 = -0.500000, W1 = -0.853553 hartree
  fraction of fall done at lam = 0.1: 0.1407, at lam = 0.5: 0.6325
  E_c = -0.207107, T_c = 0.146447 hartree, T_c/(-E_c) = 0.70711
  E_xc = -0.707107, half-and-half = -0.676777, immediate-drop rule = -0.853553 hartree
  half-and-half error = 0.030330, immediate-drop error = -0.146447 hartree
 t = 0.005 hartree, x = U/(4t) = 50.00, s = 50.01000
  T_s = -0.010000, <T>_1 = -0.000200, <V_ee>_1 = 0.000100 hartree
  E_x = W0 = -0.500000, W1 = -0.999900 hartree
  fraction of fall done at lam = 0.1: 0.9808, at lam = 0.5: 0.9994
  E_c = -0.490100, T_c = 0.009800 hartree, T_c/(-E_c) = 0.02000
  E_xc = -0.990100, half-and-half = -0.749950, immediate-drop rule = -0.999900 hartree
  half-and-half error = 0.240150, immediate-drop error = -0.009800 hartree
T_c at t = 0.0025 hartree: 0.004950 hartree, T_c/t = 1.9800
Asymmetric dimer: t = 0.25 hartree, n1 = 1.4, n2 = 0.6
 site-potential difference v1 - v2: -0.21822 at lam = 0, -0.93887 hartree at lam = 1
 E_xc from definition = -0.68112567, from integral = -0.68112567 hartree
 T_c from definition = 0.05165868, from area = 0.05165868 hartree
every check passed
```
